# Unit Transmission Through Mirror-Symmetric Barriers from Two Parity Phase Shifts: a program that tests the result

```python
# Result under test: for a real potential V(x) = V(-x), with outer solutions
#   even: cos(k|x| + delta_even),   odd: sgn(x) cos(k|x| + delta_odd),
# the transmission is T = sin^2(delta_even - delta_odd), and T = 1 exactly
# when the difference is an odd multiple of pi/2.
# Symbols: E energy (eV), x position (nm), k outer wavenumber (1/nm),
#   C = hbar^2/(2 m) (eV nm^2), a half-width of the structure (nm),
#   ue, uo half-line solutions with ue(0)=1, ue'(0)=0, uo(0)=0, uo'(0)=1,
#   g = k ue uo + ue' uo'/k at x = a, for which 1/T = 1 + g^2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar

C_FREE = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18   # eV nm^2, free electron
MASS = 0.07          # in electron masses
V0 = 0.30            # barrier height, eV
BARRIER = 3.0        # barrier thickness, nm
WELL = 6.0           # well width, nm
C = C_FREE / MASS
a = WELL / 2 + BARRIER


def half_line(E, segments, coeff):
    """Integrate both parity solutions from x = 0 to the outer edge."""
    E = np.atleast_1d(np.asarray(E, dtype=float))
    n = E.size
    y = np.concatenate([np.ones(n), np.zeros(n), np.zeros(n), np.ones(n)])
    for x0, x1, potential in segments:
        def rhs(x, s):
            ue, due, uo, duo = s.reshape(4, n)
            w = (potential(x) - E) / coeff
            return np.concatenate([due, w * ue, duo, w * uo])
        y = solve_ivp(rhs, (x0, x1), y, method="DOP853",
                      rtol=1e-11, atol=1e-12).y[:, -1]
    return y.reshape(4, n)


def phase_shifts(E, segments, coeff):
    """Phase shifts, each defined modulo 2 pi by the sign of u near x = 0."""
    E = np.atleast_1d(np.asarray(E, dtype=float))
    ue, due, uo, duo = half_line(E, segments, coeff)
    k = np.sqrt(E / coeff)
    edge = segments[-1][1]
    return (np.arctan2(-due / k, ue) - k * edge,
            np.arctan2(-duo / k, uo) - k * edge)


def g_function(E, segments, coeff):
    k = np.sqrt(np.atleast_1d(E) / coeff)
    ue, due, uo, duo = half_line(E, segments, coeff)
    return k * ue * uo + due * duo / k


def scatter(E, widths, potentials, masses, lead_mass=MASS, v_right=0.0):
    """Full-line scattering from the left; no use of parity.
    psi and psi'/mass are continuous. Returns edge amplitudes t, r and T."""
    E = np.asarray(E, dtype=float)
    k_left = np.sqrt(lead_mass * E / C_FREE)
    k_right = np.sqrt(lead_mass * (E - v_right) / C_FREE)
    psi = np.ones_like(E, dtype=complex)
    phi = 1j * k_right / lead_mass * psi
    for d, v, m in zip(widths[::-1], potentials[::-1], masses[::-1]):
        q = np.sqrt(m * (E - v) / C_FREE + 1e-30 + 0j)
        c, s = np.cos(q * d), np.sin(q * d)
        psi, phi = c * psi - s / q * m * phi, q * s / m * psi + c * phi
    back = phi * lead_mass / (1j * k_left)
    incoming, reflected = (psi + back) / 2, (psi - back) / 2
    t = 1 / incoming
    return t, reflected / incoming, k_right / k_left * np.abs(t)**2


def find_peak(transmission, low, high, points=4001):
    grid = np.linspace(low, high, points)
    i = int(np.clip(np.argmax(transmission(grid)), 1, points - 2))
    res = minimize_scalar(lambda e: -float(transmission(e)), method="bounded",
                          bounds=(grid[i - 1], grid[i + 1]),
                          options={"xatol": 1e-11})
    return float(res.x), float(-res.fun)


def wrap(angle):
    return (angle + np.pi) % (2 * np.pi) - np.pi


segments = [(0.0, WELL / 2, lambda x: 0.0), (WELL / 2, a, lambda x: V0)]
widths, heights, masses = [BARRIER, WELL, BARRIER], [V0, 0.0, V0], [MASS] * 3


def T_direct(E):
    return scatter(E, widths, heights, masses)[2]


# Free motion fixes the convention: delta_even = 0, delta_odd = -pi/2.
free_e, free_o = phase_shifts([0.05, 0.2], [(0.0, a, lambda x: 0.0)], C)
assert np.max(np.abs(wrap(free_e))) < 1e-7
assert np.max(np.abs(wrap(free_o + np.pi / 2))) < 1e-7

# Complex amplitudes and T of the double barrier, below and above its top.
E_test = np.linspace(0.005, 0.6, 400)
de, do = phase_shifts(E_test, segments, C)
t_edge, r_edge, T_test = scatter(E_test, widths, heights, masses)
to_origin = np.exp(-2j * np.sqrt(E_test / C) * a)
common = np.exp(1j * (de + do))
err_t = np.max(np.abs(t_edge * to_origin - 1j * common * np.sin(de - do)))
err_r = np.max(np.abs(r_edge * to_origin - common * np.cos(de - do)))
err_T = np.max(np.abs(T_test - np.sin(de - do)**2))
assert max(err_t, err_r, err_T) < 1e-6

# Wronskian, the range of the phase difference, and 1/T = 1 + g^2.
ue, due, uo, duo = half_line(E_test, segments, C)
assert np.max(np.abs(ue * duo - due * uo - 1)) < 1e-6
difference = (de - do) % (2 * np.pi)
assert np.all((difference > 0) & (difference < np.pi))
g_test = g_function(E_test, segments, C)
assert np.max(np.abs(T_test - 1 / (1 + g_test**2))) < 1e-6

# Smooth potentials U sech^2(x), in units hbar^2/2m = 1, with known T.
k_sech = np.array([0.3, 0.8, 1.5])
err_sech = 0.0
for U in (2.0, -2.0):
    pe, po = phase_shifts(k_sech**2,
                          [(0.0, 16.0, lambda x: U / np.cosh(x)**2)], 1.0)
    c2 = np.real(np.cosh(np.pi / 2 * np.sqrt(4 * U - 1 + 0j))**2)
    s2 = np.sinh(np.pi * k_sech)**2
    err_sech = max(err_sech, np.max(np.abs(np.sin(pe - po)**2 - s2 / (s2 + c2))))
assert err_sech < 1e-6

# Unit transmission: zeros of g against peaks of the direct calculation.
scan = np.linspace(0.002, 0.298, 300)
g_scan = g_function(scan, segments, C)
roots = [brentq(lambda e: g_function(e, segments, C)[0], scan[i], scan[i + 1],
                xtol=1e-12)
         for i in range(len(scan) - 1) if g_scan[i] * g_scan[i + 1] < 0]
fine = np.linspace(0.002, 0.298, 3001)
T_fine = T_direct(fine)
peaks = [find_peak(T_direct, fine[i - 1], fine[i + 1], 11)
         for i in range(1, len(fine) - 1)
         if T_fine[i] > T_fine[i - 1] and T_fine[i] >= T_fine[i + 1]]
assert len(roots) == len(peaks) == 2
for root, (position, height) in zip(roots, peaks):
    assert abs(root - position) < 1e-6 and abs(height - 1) < 1e-8
E1, E2 = roots


# Direction of crossing, width from the phase slope, and direct half-width.
def slope(E, h=1e-5):
    pe, po = phase_shifts([E - h, E + h], segments, C)
    return wrap((pe - po)[1] - (pe - po)[0]) / (2 * h)


slope1, slope2 = slope(E1), slope(E2)
assert slope1 > 0 > slope2
gamma = 2 / abs(slope1)
lower = brentq(lambda e: float(T_direct(e)) - 0.5, E1 - 3 * gamma, E1)
upper = brentq(lambda e: float(T_direct(e)) - 0.5, E1, E1 + 3 * gamma)
fwhm = upper - lower
assert abs(fwhm / gamma - 1) < 0.03
pe, po = phase_shifts(np.linspace(E1 - 5 * gamma, E1 + 5 * gamma, 201),
                      segments, C)
rise_even = np.ptp(np.unwrap(pe)[[0, -1]]) * np.sign(np.unwrap(pe)[-1] - np.unwrap(pe)[0])
rise_odd = np.unwrap(po)[-1] - np.unwrap(po)[0]
assert rise_even > 2 and abs(rise_odd) < 1

# Neglected effects, each sized on the lower resonance.
EXTRA = 0.3                      # nm, thickness error of one barrier
E_asym, T_asym = find_peak(lambda e: scatter(
    e, [BARRIER, WELL, BARRIER + EXTRA], heights, masses)[2], 0.04, 0.12)
assert T_asym < 0.999

BIAS = 0.08                      # V, linear drop over the structure


def T_biased(E, slices):
    w, v = [], []
    x = 0.0
    for d, h in zip(widths, heights):
        for j in range(slices):
            w.append(d / slices)
            v.append(h - BIAS * (x + (j + 0.5) * d / slices) / (2 * a))
        x += d
    return scatter(E, w, v, [MASS] * len(w), v_right=-BIAS)[2]


E_bias, T_bias = find_peak(lambda e: T_biased(e, 30), 0.001, 0.06)
E_bias2, T_bias2 = find_peak(lambda e: T_biased(e, 60), 0.001, 0.06)
assert abs(T_bias - T_bias2) < 1e-3 and abs(E_bias - E_bias2) < 1e-4
assert T_bias2 < 0.999

MASS_BARRIER = 0.09
E_mass, T_mass = find_peak(lambda e: scatter(
    e, widths, heights, [MASS_BARRIER, MASS, MASS_BARRIER])[2], 0.04, 0.12)
GAP = 1.5                        # eV, sets the growth of mass with energy


def T_nonparabolic(E):
    m = MASS * (1 + np.asarray(E) / GAP)
    return scatter(E, widths, heights, [MASS, m, MASS], lead_mass=m)[2]


E_np, T_np = find_peak(T_nonparabolic, 0.04, 0.12)
assert abs(T_mass - 1) < 1e-7 and abs(T_np - 1) < 1e-7

kT = sc.k * 300 / sc.e
E_th = np.linspace(0.0005, 0.8, 16001)
T_thermal = trapezoid(T_direct(E_th) / (4 * kT * np.cosh((E_th - E1) / (2 * kT))**2),
                      E_th)
TAU = 0.1e-12                    # s, scattering time in the well
loss = sc.hbar / TAU / sc.e
E_loss, T_loss = find_peak(lambda e: scatter(
    e, widths, [V0, -0.5j * loss, V0], masses)[2], 0.04, 0.12)
FERMI, EPS = 0.05, 12.0          # eV above the level; relative permittivity
sheet = 0.5 * FERMI / (2 * np.pi * C)                       # 1/nm^2
charge_shift = sc.e / sc.epsilon_0 * 1e9 * sheet * a / (2 * EPS)

print(f"mass {MASS} m_e; barrier height {V0} eV")
print(f"barrier thickness {BARRIER} nm; well width {WELL} nm; a = {a} nm")
print(f"hbar^2/(2m) = {C:.5f} eV nm^2")
print(f"largest error of t, r, T: {err_t:.1e}, {err_r:.1e}, {err_T:.1e}")
print(f"largest error of T, sech^2 barrier and well: {err_sech:.1e}")
print("E (eV), delta_even, delta_odd, difference (rad), sin^2, T direct:")
for E in (0.05, E1, 0.15, E2):
    pe, po = phase_shifts(E, segments, C)
    print(f"  {E:.6f} {wrap(pe[0]):.5f} {wrap(po[0]):.5f} "
          f"{(pe[0] - po[0]) % (2 * np.pi):.5f} "
          f"{np.sin(pe[0] - po[0])**2:.6f} {float(T_direct(E)):.6f}")
k1 = np.sqrt(E1 / C)
v1 = half_line(E1, segments, C)[:, 0]
print(f"at lower resonance: k = {k1:.5f} 1/nm")
print(f"  ue(a) = {v1[0]:.5f}; ue'(a) = {v1[1]:.5f} 1/nm")
print(f"  uo(a) = {v1[2]:.5f} nm; uo'(a) = {v1[3]:.5f}")
print(f"  k ue uo = {k1 * v1[0] * v1[2]:.5f}; ue' uo'/k = {v1[1] * v1[3] / k1:.5f}")
print(f"lower resonance {E1 * 1e3:.3f} meV; upper {E2 * 1e3:.3f} meV")
print(f"slope of difference: lower {slope1:.2f}, upper {slope2:.2f} rad/eV")
print(f"lower width from slope {gamma * 1e3:.4f} meV; direct {fwhm * 1e3:.4f} meV")
print(f"lifetime hbar/width = {sc.hbar / (gamma * sc.e) * 1e12:.4f} ps")
print(f"change over +-5 widths: even {rise_even:.3f}, odd {rise_odd:.3f} rad")
print("Neglected effects on the lower resonance:")
print(f"one barrier {EXTRA} nm thicker: peak T = {T_asym:.4f} at {E_asym * 1e3:.2f} meV")
print(f"bias {BIAS} V, field {BIAS / (2 * a) * 10:.4f} MV/cm:")
print(f"  peak T = {T_bias2:.4f} at {E_bias2 * 1e3:.2f} meV above left band edge")
print(f"barrier mass {MASS_BARRIER} m_e: shift {(E_mass - E1) * 1e3:.2f} meV, "
      f"peak T = {T_mass:.6f}")
print(f"nonparabolic well and leads, gap {GAP} eV: shift {(E_np - E1) * 1e3:.2f} meV, "
      f"peak T = {T_np:.6f}")
print(f"300 K: kT = {kT * 1e3:.2f} meV; kT/width = {kT / gamma:.2f}")
print(f"  thermal mean of T, Fermi level on resonance: {T_thermal:.4f}")
print(f"scattering time {TAU * 1e12:.1f} ps: hbar/tau = {loss * 1e3:.2f} meV")
print(f"  coherent peak T = {T_loss:.4f}")
print(f"half-filled level, Fermi energy {FERMI} eV above it, permittivity {EPS}:")
print(f"  sheet density {sheet * 1e14:.2e} cm^-2; level shift {charge_shift * 1e3:.1f} meV")
print("success")
```

Output:

```
mass 0.07 m_e; barrier height 0.3 eV
barrier thickness 3.0 nm; well width 6.0 nm; a = 6.0 nm
hbar^2/(2m) = 0.54428 eV nm^2
largest error of t, r, T: 2.5e-11, 1.1e-11, 4.6e-12
largest error of T, sech^2 barrier and well: 7.3e-13
E (eV), delta_even, delta_odd, difference (rad), sin^2, T direct:
  0.050000 -2.91950 -2.96260 0.04309 0.001856 0.001856
  0.068439 -1.62061 3.09178 1.57080 1.000000 1.000000
  0.150000 -0.83610 2.39116 3.05592 0.007322 0.007322
  0.255429 -1.45307 -3.02386 1.57080 1.000000 1.000000
at lower resonance: k = 0.35460 1/nm
  ue(a) = 0.10429; ue'(a) = -0.02054 1/nm
  uo(a) = 11.47844 nm; uo'(a) = 7.32830
  k ue uo = 0.42447; ue' uo'/k = -0.42447
lower resonance 68.439 meV; upper 255.429 meV
slope of difference: lower 825.68, upper -61.85 rad/eV
lower width from slope 2.4223 meV; direct 2.4247 meV
lifetime hbar/width = 0.2717 ps
change over +-5 widths: even 2.659, odd -0.277 rad
Neglected effects on the lower resonance:
one barrier 0.3 nm thicker: peak T = 0.9620 at 68.56 meV
bias 0.08 V, field 0.0667 MV/cm:
  peak T = 0.6644 at 27.77 meV above left band edge
barrier mass 0.09 m_e: shift -4.12 meV, peak T = 1.000000
nonparabolic well and leads, gap 1.5 eV: shift -1.22 meV, peak T = 1.000000
300 K: kT = 25.85 meV; kT/width = 10.67
  thermal mean of T, Fermi level on resonance: 0.0391
scattering time 0.1 ps: hbar/tau = 6.58 meV
  coherent peak T = 0.0813
half-filled level, Fermi energy 0.05 eV above it, permittivity 12.0:
  sheet density 7.31e+11 cm^-2; level shift 33.1 meV
success
```
